\section*{Position-dependent diffusivity from restrained runs and rate matrices: lag-time biases}

\section{A coordinate that slows down along its path}

A particle moves along a coordinate $x$ over a free-energy barrier. Near one end of the path its surroundings yield easily; near the other they drag on it. The free energy $G(x)$ fixes where the particle spends its time, but the crossing rate also needs the local diffusivity $D(x)$. A simulation can supply it in two ways. One may hold the particle near a point with a spring and ask how fast its fluctuations are forgotten. Or one may let it move freely, divide the coordinate into bins, and find the hopping rates that best explain the observed moves. Both procedures contain a time chosen by the analyst, and the answer depends on it.

The algebra is in atomic units, $\hbar=m_e=e=1$, with temperature written as the energy $kT$; the motion is classical, so $\hbar$ does not appear. Numbers are in eV, \AA{} and ps. Unless inertia is mentioned, the motion is overdamped.

\section{By hand: one spring}

Let $D$ be constant and let a spring of constant $k$ hold the particle. The mean displacement obeys $\dot x=-(Dk/kT)\,x$, where $Dk/kT$ is the mobility $D/kT$ times the spring constant. The equilibrium variance is $s^2=kT/k$, so the autocovariance is
\begin{equation}
C(t)=\langle\delta x(t)\,\delta x(0)\rangle=s^2e^{-t/\tau},\qquad \tau=\frac{s^2}{D}.
\end{equation}
Its integral is $s^2\tau=s^4/D$, which suggests the estimator
\begin{equation}
D_R=\frac{s^4}{\int_0^\infty C(t)\,dt}.
\label{eq:DR}
\end{equation}
The numerator is the variance squared because $C$ is not normalized. With the normalized function $C/s^2$, the numerator is the variance.

Suppose the integral is cut at time $T$. Then $\int_0^TC\,dt=s^2\tau(1-e^{-T/\tau})$ and
\begin{equation}
D_R(T)=\frac{D}{1-e^{-T/\tau}}>D .
\end{equation}
Suppose instead that positions are stored at intervals $\Delta$ and the integral is a trapezoid sum. With $r=e^{-\Delta/\tau}$, the geometric series gives
\begin{align}
\Delta\left(\frac12+\sum_{n\ge1}r^n\right)
&=\frac{\Delta}{2}\,\frac{1+r}{1-r}
=\frac{\Delta}{2}\coth\frac{\Delta}{2\tau},\\
D_R(\Delta)&=D\,\frac{2\tau}{\Delta}\tanh\frac{\Delta}{2\tau}<D .
\label{eq:stride}
\end{align}
For $\Delta\ll\tau$ the relative error is $-\Delta^2/(12\tau^2)$. For $\Delta\gg\tau$ the result tends to $2s^2/\Delta$, which contains no $D$: successive samples are then uncorrelated.

Take $kT=0.025$ eV, $k=0.25$ eV/\AA$^2$ and $D=0.5$ \AA$^2$/ps. Then $s^2=0.1$ \AA$^2$ and $\tau=0.1/0.5=0.2$ ps. A cut at $T=\tau$ gives $0.5/(1-e^{-1})=0.79$ \AA$^2$/ps, while a stride $\Delta=\tau$ gives $0.5\times2\tanh(1/2)=0.46$ \AA$^2$/ps. The same time, used in two ways, produces errors of opposite sign.

\section{By hand: two bins}

Now remove the spring. Let the particle diffuse with constant $D$ in a flat box of length $2h$ with reflecting walls, and record only which half it occupies. Model this record by a hopping rate $\kappa$ in each direction. The probabilities obey $\dot q_1=\kappa(q_2-q_1)=-\dot q_2$, so $q_1-q_2$ decays as $e^{-2\kappa t}$. The probability of being found in the other half after a lag $t$ is therefore $(1-e^{-2\kappa t})/2$. If a fraction $f<1/2$ of the observed pairs has changed halves, the binomial likelihood is largest when this probability equals $f$:
\begin{equation}
\kappa=-\frac{1}{2t}\ln(1-2f),\qquad D_B=h^2\kappa .
\label{eq:two}
\end{equation}
The second relation is the usual lattice one: hops of length $h$ at rate $\kappa$ each way give a variance $2\kappa h^2t=2Dt$.

What is $f$ for true diffusion? At short lag the displacement $y$ is Gaussian with variance $\sigma^2=2Dt\ll h^2$, and the walls do not matter. A particle crosses to the right if it starts within a distance $y>0$ of the midpoint. The density is $1/(2h)$, so this has probability $\langle\max(y,0)\rangle/(2h)=\sigma/(2h\sqrt{2\pi})$. Leftward crossings double it, and $\ln(1-2f)\simeq-2f$, giving
\begin{equation}
f=\frac{\sigma}{h\sqrt{2\pi}},\qquad
D_B\simeq\frac{h^2f}{t}=\frac{h\sigma}{\sqrt{2\pi}\,t}=h\sqrt{\frac{D}{\pi t}} .
\label{eq:short}
\end{equation}
The estimate diverges as $t\to0$. A particle that has just crossed the midpoint is still beside it and soon returns, whereas the model assumes that it has forgotten where in the bin it is.

At long lag, expand the function that is $+1$ in one half and $-1$ in the other in the box modes $\cos[n\pi x/(2h)]$. Only odd $n$ occur, with amplitude of magnitude $4/(\pi n)$. Each mode decays at the rate $Dn^2\pi^2/(4h^2)$ and has mean square $1/2$, so
\begin{equation}
1-2f=\sum_{n\ \mathrm{odd}}\frac{8}{\pi^2n^2}\,e^{-Dn^2\pi^2t/(4h^2)} .
\end{equation}
Keeping $n=1$ and inserting it in Eq.~\eqref{eq:two},
\begin{equation}
D_B\simeq\frac{\pi^2}{8}D+\frac{h^2}{2t}\ln\frac{\pi^2}{8} .
\end{equation}
There are two separate errors. The second term is a lag bias that dies as $1/t$. The first is a floor left by the coarse grid, which no lag removes.

\section{Restrained runs in general}

Let the restrained equilibrium density be $p(x)$, with mean $\langle x\rangle$, variance $s^2$ and $\delta x=x-\langle x\rangle$. The conditional mean of $\delta x$ at time $t$, as a function of the starting point, evolves under the backward operator $\mathcal L u=p^{-1}(Dp\,u')'$. Its time integral $\phi$ satisfies $-\mathcal L\phi=\delta x$, that is, $-(Dp\phi')'=p\,\delta x$. Integrate from $x$ to the right end, where the flux vanishes:
\begin{equation}
Dp\,\phi'=J(x),\qquad J(x)=\int_x^\infty \delta y\,p(y)\,dy .
\end{equation}
Since $J'=-p\,\delta x$ and $J$ vanishes at both ends, integration by parts gives
\begin{equation}
\int_0^\infty C\,dt=\int p\,\delta x\,\phi\,dx=-\int J'\phi\,dx=\int J\phi'\,dx=\int\frac{J^2}{Dp}\,dx .
\label{eq:J}
\end{equation}

For a Gaussian density $p'=-p\,\delta x/s^2$, so $J=s^2p$ and
\begin{equation}
D_R=\frac{1}{\langle 1/D\rangle}.
\end{equation}
The estimator returns the harmonic mean over the window, because slow places hold up the relaxation. To expand it for a narrow window, use $(1/D)''=2D'^2/D^3-D''/D^2$ and $\langle1/D\rangle\simeq1/D+\tfrac12s^2(1/D)''$. Inverting to first order in $s^2$,
\begin{equation}
D_R\simeq D-\frac{s^2D^2}{2}\left(\frac1D\right)''=D+s^2\left(\frac{D''}{2}-\frac{D'^2}{D}\right),
\label{eq:narrow}
\end{equation}
evaluated at the mean position.

For any density, another integration by parts gives $\int J\,dx=\int p\,\delta x^2dx=s^2$. The Cauchy--Schwarz inequality then yields
\begin{equation}
s^4=\left(\int\frac{J}{\sqrt{Dp}}\sqrt{Dp}\,dx\right)^2\le\langle D\rangle\int\frac{J^2}{Dp}\,dx
\quad\Rightarrow\quad D_R\le\langle D\rangle .
\end{equation}
With constant $D$, equality requires $J\propto p$, a Gaussian window; any other shape lowers the estimate. In a double well with a barrier of $3\,kT$, $D_R$ is 0.22 of the true value: slow hopping between the wells lengthens the correlation without any change in $D$.

The signs of the time errors also generalize. For overdamped motion $C(t)$ is a sum of decaying exponentials with non-negative weights. It is positive, so an early cut makes $D_R$ too large; it is convex, so the trapezoid sum exceeds the integral and makes $D_R$ too small.

\paragraph{Inertia.} Let the velocity of the free particle be forgotten in a time $\tau_v$, with $D=v_{\rm th}^2\tau_v$ and $v_{\rm th}^2=kT/m$. In a harmonic restraint with constant friction, $\ddot C+\dot C/\tau_v+\omega^2C=0$, where $\omega^2=k/m=v_{\rm th}^2/s^2$. Integrate over all positive times, with $\dot C(0)=0$:
\begin{equation}
-\frac{s^2}{\tau_v}+\omega^2\int_0^\infty C\,dt=0
\quad\Rightarrow\quad
\int_0^\infty C\,dt=\frac{s^4}{v_{\rm th}^2\tau_v}=\frac{s^4}{D}.
\end{equation}
The complete integral is thus free of inertial bias in this model. The running one is not: if $\omega>1/(2\tau_v)$, $C$ oscillates and the integral overshoots. For $\tau_v=0.1$ ps and the spring above, $v_{\rm th}^2=D/\tau_v=5$ \AA$^2$/ps$^2$, so $\omega^2=5/0.1=50$ ps$^{-2}$ exceeds $1/(4\tau_v^2)=25$ ps$^{-2}$, and the running estimate dips to 0.469 before settling at 0.500 \AA$^2$/ps.

\section{The rate matrix in general}

Let bin $i$ of width $h$ have equilibrium probability $P_i$ and current probability $q_i$. The diffusive flux is $-Dp\,\partial_x(\rho/p)$, with $\rho$ the current density. At the edge between $i$ and $i+1$, replace $p$ by $\sqrt{P_iP_{i+1}}/h$ and the derivative by a difference:
\begin{equation}
\text{flux}\simeq\frac{D_{i+1/2}}{h^2}\sqrt{P_iP_{i+1}}\left(\frac{q_i}{P_i}-\frac{q_{i+1}}{P_{i+1}}\right).
\end{equation}
The coefficients of $q_i$ and $q_{i+1}$ are the rates
\begin{equation}
R_{i+1,i}=\frac{D_{i+1/2}}{h^2}\sqrt{\frac{P_{i+1}}{P_i}},\qquad
R_{i,i+1}=\frac{D_{i+1/2}}{h^2}\sqrt{\frac{P_i}{P_{i+1}}},
\end{equation}
with the first index for the destination. They satisfy detailed balance, and each diagonal element makes its column sum to zero.

Let $N_{ij}$ count the pairs that start in $j$ and are in $i$ after the lag $t$. If the pairs are independent, the posterior is
\begin{equation}
p(D,P\,|\,N)\propto\prod_{ij}\left[e^{tR}\right]_{ij}^{N_{ij}},
\end{equation}
with priors flat in $\ln D_{i+1/2}$ and in the logarithms of the probability ratios. The prior on $\ln D_{i+1/2}$ needs an upper bound: as one $D_{i+1/2}$ grows without limit the two bins merge and the likelihood tends to a nonzero constant, so an unbounded flat prior cannot be normalized. With many pairs this tail lies far below the peak and the bound plays no part; with few pairs at a long lag it does, and trial values beyond the bound must be rejected. The algorithm is:
\begin{enumerate}
\item Count the pairs $N_{ij}$ at the chosen lag.
\item For trial values of $\ln D_{i+1/2}$ and $\ln(P_i/P_1)$, form the symmetric matrix $S_{ij}=P_i^{-1/2}R_{ij}P_j^{1/2}$, whose off-diagonal elements are $D_{i+1/2}/h^2$. Diagonalize $S=V\Lambda V^T$ and obtain $[e^{tR}]_{ij}=P_i^{1/2}[Ve^{t\Lambda}V^T]_{ij}P_j^{-1/2}$.
\item Propose a symmetric random change of the logarithms. Accept it with probability $\min(1,\text{posterior ratio})$; otherwise count the old values again.
\item Discard the initial part, average, and repeat at other lags.
\end{enumerate}
With unlimited data the posterior shrinks to its peak, and what remains wrong there is bias.

\subsection{The lag bias for uniform $D$}

On a long flat coordinate, let the displacement be Gaussian with variance $\sigma^2(t)$. A particle that starts uniformly in its bin and moves by $y$ shifts by $n$ bins with probability $1-|y/h-n|$, where this is positive. The distribution of $n$ is therefore $h$ times a smooth density sampled at $nh$: that of a Gaussian variable plus an independent triangular one on $[-h,h]$. The triangular part has variance
\begin{equation}
\frac2h\int_0^h y^2\left(1-\frac yh\right)dy=2h^2\left(\frac13-\frac14\right)=\frac{h^2}{6}.
\end{equation}
When $\sigma\gg h$, sums over $n$ may be replaced by integrals with exponentially small error, so the binned variance is $\sigma^2+h^2/6$.

The model's variance is $W=2D_Bt$. Symmetric hops of length $h$ have no odd cumulants and a fourth cumulant $Wh^2$, whose ratio to $W^2$ is $\varepsilon=h^2/W$. At large lag the model's distribution is therefore Gaussian with a relative correction $\varepsilon/24$ times the fourth Hermite polynomial of $nh/\sqrt W$, up to terms of order $\varepsilon^2$. For a purely Gaussian model the likelihood peaks where $W$ equals the data variance $V$. In the correction, the data average of the polynomial is $3(V/W-1)^2$ plus a term of order $\varepsilon^2$ from the triangular part. The first piece has zero slope at $W=V$. What remains in the mean log-likelihood is of order $\varepsilon^2$, with slope of order $\varepsilon^2/V$; divided by the Gaussian curvature $1/(2V^2)$, it moves the peak by only order $\varepsilon^2V=h^4/V$. Hence $2D_Bt=\sigma^2+h^2/6+O(1/t)$.

For a velocity memory $e^{-t/\tau_v}$,
\begin{equation}
\sigma^2=2v_{\rm th}^2\int_0^t(t-u)e^{-u/\tau_v}du=2D\left[t-\tau_v\left(1-e^{-t/\tau_v}\right)\right].
\end{equation}
Dropping the exponential at large $t$ and dividing by $2t$,
\begin{equation}
D_B=D+\frac{1}{t}\left(\frac{h^2}{12}-D\tau_v\right)+O(t^{-2}).
\label{eq:law}
\end{equation}
Binning raises the estimate and inertia lowers it. They cancel at this order when $h^2=12D\tau_v$, or $h=0.77$ \AA{} for $D=0.5$ \AA$^2$/ps and $\tau_v=0.1$ ps. A flat plot of $D_B$ against lag can therefore come from cancellation.

At short lag the argument for Eq.~\eqref{eq:short} applies at each edge, so $D_B\to h\sigma/(\sqrt{2\pi}\,t)$. With inertia $\sigma\to v_{\rm th}t$, and the divergence becomes a plateau, $D_B\to hv_{\rm th}/\sqrt{2\pi}$. Here $v_{\rm th}^2=0.5/0.1=5$ \AA$^2$/ps$^2$, so for $h=1$ \AA{} the plateau is 0.89 \AA$^2$/ps. It is proportional to the bin width: it measures ballistic crossings of an edge, not diffusion.

For $h=1$ \AA{} and $t=20$ ps, Eq.~\eqref{eq:law} gives $0.5+0.0833/20=0.5042$ \AA$^2$/ps without inertia and $0.5+0.0333/20=0.5017$ \AA$^2$/ps with it. The likelihood peaks lie at 0.5044 and 0.5019 \AA$^2$/ps.

\section{Both methods on one landscape}

Consider $0\le x\le L=10$ \AA{} with reflecting ends and
\begin{equation}
G=G_b\sin^2\frac{\pi x}{L},\qquad D=D_0\left(1+0.6\cos\frac{\pi x}{L}\right),
\end{equation}
where $G_b=0.025$ eV and $D_0=0.5$ \AA$^2$/ps. These are round model parameters. Correlation functions and bin probabilities come from a fine-grid solution of the overdamped dynamics, so the biases below contain no sampling noise.

\paragraph{Window errors.} With the spring used above, centred at 5 \AA, the full integral gives $D_R=0.498$ against $D=0.500$ \AA$^2$/ps. Equation~\eqref{eq:narrow} explains the deficit: there $D''=0$ and $D'=-0.094$ \AA/ps, so the shift is $-0.1\times0.094^2/0.5=-0.0018$ \AA$^2$/ps.

Centred at 8 \AA, the result is 0.256 against 0.257 \AA$^2$/ps, for a different reason. The two terms of Eq.~\eqref{eq:narrow} happen to cancel at this point, $D''/2$ and $D'^2/D$ both being 0.012 ps$^{-1}$. The landscape has slope $G'=-0.0075$ eV/\AA{} there and pushes the mean outward by $0.0075/0.25=0.03$ \AA. Since $D'=-0.055$ \AA/ps, this lowers $D$ by $0.0017$ \AA$^2$/ps. The estimate belongs to the observed mean position, not to the centre of the spring.

\paragraph{Time errors.} The table lists estimates at 5 \AA{} in \AA$^2$/ps. The time is in turn the cutoff, the stride, and the lag of the rate matrix with ten bins of 1 \AA.
\begin{center}
\begin{tabular}{rccc}
time (ps) & cutoff & stride & rate matrix\\
0.05 & 2.299 & 0.495 & 1.888\\
0.2 & 0.799 & 0.462 & 1.040\\
1 & 0.502 & 0.201 & 0.606\\
5 & 0.498 & 0.041 & 0.500\\
20 & 0.498 & 0.010 & 0.488
\end{tabular}
\end{center}
The grid spacing of 0.02 \AA{} leaves the entries of the first two rows low by up to 0.002 \AA$^2$/ps, so their last digit is not converged. The restrained run needs a stride well below $\tau=0.2$ ps and a cutoff several times above it. The rate matrix needs a lag that is long compared with the time to diffuse across a bin, of order $h^2/D=2$ ps. Data stored every 20 ps are useless for the restrained estimator, which returns nearly $2s^2/\Delta=0.01$ \AA$^2$/ps, but the rate matrix still comes within 2.4\% of the true value at this point, apart from sampling error.

The agreement of the rate matrix at 5 ps is partly luck. At 20 ps its value has passed below the truth, by 2.4\%, so the estimate merely crosses the true value near 5 ps. Elsewhere the same 5 ps lag does worse: at 8 \AA{} it gives 0.285 instead of 0.257 \AA$^2$/ps, 11\% too high. The lag term $h^2/(12t)=0.017$ \AA$^2$/ps, carried over from uniform $D$, is more than half the size of that excess and weighs more where $D$ is small, but it is not the whole bias: at 5 \AA{} the same term would give 0.517 \AA$^2$/ps, whereas the fit gives 0.500. The root-mean-square relative bias over all edges falls from 38\% at 1 ps to 8.6\% at 5 ps and 3.4\% at 20 ps. At 10 ps, over the edges from 2 to 8 \AA, halving the bins reduces it from 2.9\% to 0.7\%, a factor close to the four expected of errors proportional to $h^2$.

\paragraph{Statistical width.} For 100000 independent pairs, the relative posterior width at 5 \AA, from the Fisher information of the fitted hopping model, is 3.3, 2.5, 2.1, 2.8 and 4.9\% at the five lags. Short lags contain few crossings; at long lags each move spans several edges, so the data fix an average of $D$ over neighbouring edges better than its value at one of them. The smallest width of the five, at 1 ps, accompanies an estimate at 5 \AA{} that is 21\% too high. The width measures uncertainty within the hopping model and says nothing about whether that model holds at the chosen lag.

Metropolis sampling of one synthetic data set at 5 ps gives $D=0.500\pm0.014$ \AA$^2$/ps at 5 \AA, or $4.32\times10^{-5}$ atomic units. The restrained value is $4.30\times10^{-5}$ atomic units.

\section{Choosing the time, and when neither choice helps}

For a restrained run, plot $D_R(T)$ against the cutoff and look for a plateau, then repeat with a stiffer spring. A stiffer spring narrows the window but shortens $\tau$, so positions must be stored more often. For the rate matrix, plot $D_B$ against $1/t$ for at least two bin widths. For uniform $D$, Eq.~\eqref{eq:law} says that the binning part of the slope changes with $h^2$ and the inertial part does not, which exposes a cancellation. Where $D$ or $G$ varies, the coefficients in that equation are only a guide.

Two assumptions remain. The pairs were taken as independent; overlapping pairs from one trajectory are not, and the product likelihood then counts shared information more than once. And $x$ was taken to be the only slow variable. If a hidden variable relaxes more slowly than the chosen times, the motion along $x$ is not described by one function $D(x)$, and the derivations above do not apply. The full set of computed values is in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
kT = 0.025 eV, barrier = 0.025 eV, length = 10.0 A
spring = 0.25 eV/A^2, D0 = 0.5 A^2/ps, modulation = 0.6
harmonic window variance = 0.1000 A^2, tau = 0.2000 ps
Restrained runs, A^2/ps: x(A), D(x), D_R spectrum, D_R integral, <D>
  2  0.74271  0.74227  0.74264  0.74311
  5  0.50000  0.49795  0.49819  0.50000
  8  0.25729  0.25568  0.25581  0.25689
Gaussian window at 3 A: D = 0.67634, D_R = 0.67427, 1/<1/D> = 0.67460
double well of 3 kT, constant D: D_R/D = 0.2243
Window at 5 A: time(ps), D_R if cut there, D_R if stride (A^2/ps)
   0.05  2.29938  0.49548
   0.20  0.79935  0.46171
   1.00  0.50181  0.20085
   5.00  0.49795  0.04079
  20.00  0.49795  0.01020
inertia: tau_v = 0.1 ps, mass = 0.0050 eV ps^2/A^2
  complete integral D_R = 0.50000, lowest running value = 0.46860 A^2/ps
1/t coefficient, tau_v = 0.0 ps: fitted 0.08395, law 0.08333 A^2
1/t coefficient, tau_v = 0.1 ps: fitted 0.03395, law 0.03333 A^2
short-lag plateau = 0.8921 A^2/ps, cancelling bin = 0.7746 A
Uniform D, 1 A bins: lag(ps), D_B no inertia, D_B inertia (A^2/ps)
   0.05  1.95792  0.85886
   0.20  1.08045  0.77500
   1.00  0.63228  0.58397
   5.00  0.52006  0.51011
  20.00  0.50444  0.50194
true D at 2, 5, 8 A: 0.7427 0.5000 0.2573 A^2/ps
Rate matrix: lag(ps), D_B at 2, 5, 8 A (A^2/ps), rms rel. bias,
  relative width at 5 A for 100000 pairs
   0.05  2.4591 1.8875 1.3753  3.2862  0.0330
   0.20  1.3958 1.0396 0.7397  1.3636  0.0249
   1.00  0.8802 0.6064 0.3994  0.3763  0.0211
   5.00  0.7779 0.5001 0.2849  0.0857  0.0276
  20.00  0.7476 0.4881 0.2689  0.0339  0.0494
rms rel. bias at 10 ps, 2-8 A: 1 A bins 0.02886, 0.5 A bins 0.00691
posterior at 5 A, lag 5.0 ps: D = 0.4996 +- 0.0141 A^2/ps
  width of ln D: sampled 0.0283, Fisher 0.0275; acceptance 0.248
at 5 A in atomic units: D_R = 4.3013e-05, posterior D = 4.3156e-05
\end{verbatim}
